Poole-Frenkel barrier lowering and the square-root field law for trap emission

An electron leaving a trap that is neutral when occupied leaves a singly charged centre behind. In a dielectric of relative permittivity ε, a field that exerts a force F on the electron lowers the Coulomb barrier by

Δ = 2√(F/ε),   (1)

and the rate of one-dimensional thermal emission over that barrier is

e(F) = (kT/2π) exp[−(E_i − Δ)/kT].   (2)

Here E_i is the depth of the trap level below the zero-field band edge and kT is the thermal energy. The algebra uses atomic units, in which ħ, the electron mass, the elementary charge and 4πε₀ equal one. The exponent in (2) has a constant part, −E_i/kT, and a field-dependent part, 2√(F/ε)/kT. It is the second part that grows as the square root of the field.

The charge states matter from the start. An empty trap of charge +1 attracts the departing electron at long range. If the trap were neutral when empty, there would be no such attraction and equation (1) would not apply. Place the trap at the origin and let the force on the electron point along +x, so that F > 0; the electric field itself then points along −x, because the electron is negative. Outside the short-range core of the trap the potential energy is

V(r) = −1/(εr) − Fx.   (3)

Its zero is the band edge far from the trap at zero field. On the downhill axis, where r = x > 0,

V(x) = −1/(εx) − Fx,
dV/dx = 1/(εx²) − F.

The first term of the derivative is the Coulomb pull back towards the trap and the second is the applied force. They balance at

x_s = 1/√(εF).   (4)

Substitution gives the height of the potential there:

1/(εx_s) = √(εF)/ε = √(F/ε),
Fx_s = F/√(εF) = √(F/ε),
V(x_s) = −√(F/ε) − √(F/ε) = −2√(F/ε).   (5)

At zero field the electron had to reach energy zero; now it has to reach V(x_s). The difference is Δ, which proves (1). Half of the lowering is Coulomb energy that the electron has not yet had to pay at x_s, and half is work done by the field on the way there.

The second derivative on the axis is −2/(εx_s³), which is negative, so x_s is a maximum along x. For a small sideways displacement y,

1/√(x_s² + y²) ≈ 1/x_s − y²/(2x_s³),

so the Coulomb energy rises by y²/(2εx_s³) and the transverse curvature is +1/(εx_s³). The point is therefore a saddle. It is also the lowest way out: everywhere on the plane x = x_s the distance r is at least x_s, hence −1/(εr) ≥ −1/(εx_s) and V ≥ V(x_s). Every path to large positive x crosses this plane and must reach at least the saddle energy.

To obtain the rate, suppose that the level stays at −E_i when the field is applied. For a nondegenerate core state of definite parity the first-order shift −F⟨x⟩ vanishes; higher-order shifts are neglected. Suppose also that the states near the barrier top are populated thermally relative to the occupied level, that the carriers are nondegenerate, and that an electron which passes the top does not return. The trapped and the free electron each have two spin states, so the spin factors cancel. At the top, an electron of effective mass m and momentum p has energy p²/2m + V(x_s), which lies p²/2m + V(x_s) + E_i above the trap level. One-dimensional phase space holds dx dp/2π states, and the electrons cross with velocity p/m. The outward flux per occupied trap is

e(F) = ∫₀^∞ (dp/2π)(p/m) exp{−[p²/2m + V(x_s) + E_i]/kT}.

With K = p²/2m one has dK = (p/m)dp, and since V(x_s) = −Δ,

e(F) = (1/2π) exp[−(E_i − Δ)/kT] ∫₀^∞ exp(−K/kT) dK.

The integral equals kT, which gives (2). The mass has cancelled, because a heavier electron is slower but has more momentum states in the same energy range. The prefactor, kT/h in ordinary units, does not contain the field. Therefore

ln[e(F)/e(0)] = b,   b = Δ/kT = 2√(F/ε)/kT,   (6)

and a plot of ln e against √F at fixed temperature is a straight line of slope 2/(√ε kT). At fixed field, ln(e/T) plotted against 1/kT has slope −(E_i − Δ), provided that E_i and ε do not change with temperature. The apparent activation energy thus falls as the field rises.

The quantity e(0) is the extrapolation of (2) to F = 0, not a complete theory of emission without a field. As F → 0 the saddle recedes to infinity, and an electron may scatter and be recaptured long before it gets there. A natural lower scale for the field is the one at which the lowering equals kT. Setting 2√(F/ε) = kT gives F = ε(kT)²/4; below this the enhancement approaches one, though slowly: at one hundredth of this field b = 0.1 and the enhancement is still about 1.1.

The square root comes from the 1/r tail. To see this, replace the Coulomb tail by −C/xⁿ, with C and n positive. The top then satisfies

nC/x_s^(n+1) = F,   x_s = (nC/F)^(1/(n+1)).

The first relation also gives C/x_sⁿ = Fx_s/n, so the lowering is

C/x_sⁿ + Fx_s = (1 + 1/n) Fx_s = (1 + 1/n)(nC)^(1/(n+1)) F^(n/(n+1)).   (7)

For n = 1 and C = 1/ε this is (1). For n = 4 the power is 4/5, and for a very steep tail it approaches one, because the top then hardly moves and the field acts over a nearly fixed distance. With the Coulomb tail the top moves inwards as F^(−1/2), and the product Fx_s grows as F^(1/2). Numerical maximization of the two potentials, without use of (4) or (7), gives fitted powers of 0.500 and 0.800.

For a worked example take round model parameters that belong to no particular material: ε = 12, E_i = 0.50 eV, m = 0.30 electron masses, T = 300 K and F = 0.001 eV/Å. In these units the Coulomb energy is 14.400 eV Å divided by εr, so 1/ε in the formulas becomes 1.200 eV Å. Then

x_s = √(1.200/0.001) Å = 34.6 Å,
Δ = 2√(1.200 × 0.001) eV = 0.0693 eV,

or 2.55 × 10⁻³ hartree. The Coulomb and field parts are 0.0346 eV each. The remaining barrier is 0.500 − 0.0693 = 0.431 eV. With kT = 0.02585 eV,

b = 0.0693/0.02585 = 2.68,   exp(b) = 14.6.

The prefactor is 6.25 × 10¹² s⁻¹. The emission rate rises from the extrapolated 2.49 × 10⁴ s⁻¹ to 3.63 × 10⁵ s⁻¹. A lowering of only 14 percent of the trap depth changes the rate by more than a factor of ten because it is to be compared with kT, not with E_i.

The depth of 0.50 eV is an input. A point charge alone would bind an electron of this mass by the hydrogenic energy m/(2ε²), about 0.028 eV here, so a short-range core must supply most of the binding. This does not disturb (1) as long as the saddle lies outside the core, where (3) holds. It does bear on (2). The lowering exceeds the hydrogenic energy at every field used here, so the excited Coulomb levels of the trap lie above the saddle, and less than one half-wavelength of the electron fits between trap and saddle at the working field. The classical count of states behind (2) is then an idealization, better for a heavier mass or a smaller permittivity.

The square-root law is easy to follow in numbers. When F rises fourfold from 0.00025 to 0.001 eV/Å, the lowering doubles from 0.0346 to 0.0693 eV. The exponent b doubles as well, so the enhancement is squared: 3.82² = 14.6. The field at which Δ = kT is (0.02585)²/(4 × 1.200) = 1.4 × 10⁻⁴ eV/Å, below the four fields in the table of the numerical output.

At the other end, a barrier exists only while Δ < E_i, that is, for

F < εE_i²/4.   (8)

In the example this limit is 0.052 eV/Å, some fifty times the working field. At the limit the saddle would be at x_s = 2/(εE_i), or 4.8 Å, where neither a uniform dielectric nor a structureless point charge can be relied on. Equation (8) thus marks where the barrier of this model vanishes; the model may become unreliable at lower fields. A silicon junction, with ε close to 12, would also break down well before the 5.2 × 10⁶ V/cm at which the barrier of the example closes.

Wave effects at the top limit the law earlier. Near its top the barrier is an inverted parabola, V ≈ V(x_s) − mω²(x − x_s)²/2. Matching the curvature and using x_s⁻³ = (εF)^(3/2) gives

ω² = 2/(mεx_s³) = 2√ε F^(3/2)/m,   (9)

so ω grows as F^(3/4): a stronger field makes the barrier thinner as well as lower. An electron at energy η relative to the top crosses an inverted parabola with probability 1/[1 + exp(−2πη/ω)], a standard result of wave mechanics that is taken over here. Classical emission replaces it by zero for η < 0 and one for η > 0. The ratio of the two thermal averages is, with z = η/kT, u = ω/kT and a = 2π/u,

κ = ∫ exp(−z)/[1 + exp(−az)] dz,

taken over all z. The classical average is ∫₀^∞ exp(−z) dz = 1, so κ is directly the correction factor. Substituting w = exp(−az), for which exp(−z) = w^(1/a) and |dz| = dw/(aw), gives

κ = (1/a) ∫₀^∞ w^(1/a − 1)/(1 + w) dw = (1/a) π/sin(π/a) = (u/2)/sin(u/2).   (10)

The integral converges for a > 1, that is, for u < 2π. For small u the factor is 1 + u²/24. Since u² grows as F^(3/2), this parabolic correction dies out faster than b as the field falls.

In the example ω = 0.0383 eV and u = 1.48, so (10) gives κ = 1.10. A semiclassical calculation with the action of the actual barrier below the top, and the parabolic transmission above it, gives 1.08. The two agree within the 5 percent tolerance set for the test, which allows for the barrier not being a parabola. The semiclassical factor rises from 1.01 at 0.00025 eV/Å to 1.27 at 0.002 eV/Å. Over this range b increases by 3.79 − 1.34 = 2.45, while the logarithm of the tunnelling factor increases by 0.23. In this semiclassical estimate the mean slope of ln e against √F is therefore about 9 percent larger than the classical slope, and reading ε from it by means of (6) would give too small a permittivity. The estimate leaves out reflection of the electron wave by the Coulomb well inside the top. The effective Bohr radius ε/m is 21 Å here, not small compared with x_s, so this reflection depends on the core of the trap and is as large as the tunnelling correction itself. Solving the one-dimensional wave equation through the barrier, with the inner wave matched at 2 or 5 Å from the trap, gives factors between about 0.8 and 1.0 at the working field and a change of slope between about −5 and +8 percent, depending on how the core is treated. Neither the size nor the sign of the net wave correction is therefore fixed by the semiclassical estimate. The mass, absent from the classical rate, enters here through ω, and a lighter electron tunnels more.

The word one-dimensional in the result also has content. A simple way to include other directions is to treat each ray from the trap as a separate one-dimensional escape path. On a ray at angle θ to the force, the potential is −1/(εr) − Fr cosθ, so for forward directions F is replaced by F cosθ and the exponent by b√(cosθ). Suppose further that emission into the backward hemisphere keeps its zero-field value. With c = cosθ, the average over the sphere is

R = 1/2 + (1/2) ∫₀¹ exp(b√c) dc.

Putting c = s² and dc = 2s ds, and integrating by parts,

(1/2) ∫₀¹ exp(b√c) dc = ∫₀¹ s exp(bs) ds = exp(b)/b − [exp(b) − 1]/b²,

R = 1/2 + [1 + (b − 1)exp(b)]/b².   (11)

For small b this becomes 1 + b/3, and for large b it approaches exp(b)/b. The ray average is therefore not a pure exponential of √F, although b itself still is proportional to √F. In the example R = 4.05, compared with 14.6 on the axis. This is a model average: it ignores motion between rays and is not a full three-dimensional rate theory. Within this model, direction changes the enhancement in the example much more than the semiclassical tunnelling factor does. From 0.00025 to 0.002 eV/Å, R rises from 1.78 to 9.17, so the mean slope of ln R against √F is only two thirds of the axial slope. Reading ε from it by means of (6) would give about 27 instead of 12, an error larger than that of the semiclassical estimate and of opposite sign.

In a reverse-biased photodiode these traps contribute to the dark current by emitting electrons and holes in turn. Assume that the depleted region contains too few free carriers for capture to matter. If f is the probability that the trap is occupied, e_n the electron emission rate and e_p the hole emission rate, the steady state requires

e_n f = e_p(1 − f),   f = e_p/(e_n + e_p).

The number of electron-hole pairs generated per trap and unit time is then

G = e_n f = e_n e_p/(e_n + e_p).   (12)

The field acts differently on the two steps. In hole emission a valence electron fills the positively charged trap, and the hole departs from a neutral centre. It feels no 1/r attraction, so e_p is not raised by the present mechanism. Let r now denote the ratio e_p/e_n(0) and let χ = exp(b) multiply e_n. Dividing G in the field by its zero-field value gives

G(F)/G(0) = [χr/(χ + r)] / [r/(1 + r)] = χ(1 + r)/(χ + r).   (13)

If r is much larger than χ, electron emission remains the slow step and the generation rate grows by the full factor χ. If r is much smaller than one, hole emission controls the cycle and the Coulomb lowering has almost no effect. This holds for e_p independent of field. In a real junction thermally assisted tunnelling raises e_p even from a neutral centre. A simple estimate, exp[F²/(24m(kT)³)], gives 1.06 at 0.001 eV/Å and 1.28 at 0.002 eV/Å for a mass of 0.30, and more for a lighter hole. With the one-dimensional value χ = 14.6 the gain is 12.9 when r = 100, but only 1.87 when r = 1. A smaller χ, such as the ray average, gives smaller gains. As χ grows at fixed r, the gain saturates at 1 + r.

If every generated pair is collected, the dark current density is the elementary charge times the integral of the trap density times G over the depleted width. The field varies across a real junction, and the width itself usually changes with bias. A measured current need not follow exp(constant × √voltage) even where each trap obeys (6): the law refers to the local field at the trap and, in the dark current, to the electron step of the cycle. It is also a one-dimensional law, and emission in other directions changes the slope, as the ray model (11) illustrates. The main values used above, with results at other fields, are collected in the numerical output.

Computed values

```
Relative permittivity: 12.0
Trap depth: 0.500 eV
Effective mass: 0.30 electron masses
Temperature: 300.0 K
Thermal energy kT: 0.025852 eV
Force on electron: 0.00100 eV/angstrom
Force, converted: 1.944690e-05 atomic units
Coulomb constant: 14.39965 eV angstrom
Coulomb constant / permittivity: 1.199970 eV angstrom
Saddle distance: 34.6406 angstrom
Coulomb part of lowering: 0.034641 eV
Field part of lowering: 0.034641 eV
Barrier lowering: 0.069281 eV
Barrier lowering, converted: 2.546036e-03 hartree
Remaining barrier: 0.430719 eV
Axial curvature: -5.77358e-05 eV/angstrom^2
Transverse curvature: 2.88679e-05 eV/angstrom^2
Rate prefactor kT/h: 6.25099e+12 s^-1
Extrapolated zero-field rate: 2.49068e+04 s^-1
Emission rate in field: 3.63238e+05 s^-1
Field-dependent exponent: 2.67992
Emission enhancement: 14.5839
Slope of ln(rate) vs sqrt(F): 84.7464 (angstrom/eV)^0.5
Fitted field power, Coulomb tail: 0.500000
Fitted field power, inverse-fourth tail: 0.800000
Barrier-closing force: 0.052085 eV/angstrom
Barrier-top quantum: 0.038295 eV
Barrier-top quantum / kT: 1.48130
Parabolic tunnelling factor: 1.09764
Full-barrier semiclassical factor: 1.08486
Ray-model enhancement: 4.0505
Dark-generation gain at r=1: 1.8717
Dark-generation gain at r=100: 12.8550
Table: F (eV/angstrom), lowering (eV), exponent,
       enhancement, semiclassical tunnelling factor
0.00025  0.034641  1.3400  3.8189  1.0096
0.00050  0.048989  1.8950  6.6525  1.0285
0.00100  0.069281  2.6799  14.5839  1.0849
0.00200  0.097978  3.7900  44.2552  1.2661
```
